# Why Average Thickness Does Not Fix Tunnelling Leakage in a Rough Dielectric: test program

```python
"""Tunnelling leakage of a rough dielectric film.

Result under test: for Gaussian thickness variation (mean t0, standard
deviation s) that is slow along the film, the mean conductance is
    <G> / G(t0) = exp(b^2 s^2 / 2) approximately,  b = -d ln G/dt at t0,
so thin spots dominate when b*s is about one or larger.
G(t): zero-temperature, low-bias conductance per area of a uniform film with
a rectangular barrier and one effective mass. Lengths in nm, energies in eV.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import solve_ivp, cumulative_trapezoid
from scipy.optimize import brentq
from scipy.stats import norm

mass_ratio, fermi, barrier = 0.5, 3.0, 2.0
mean_t, sigma = 2.0, 0.2
top = fermi + barrier
# hbar^2/(2m) in eV nm^2
kin = const.hbar**2 / (2 * mass_ratio * const.m_e) / const.e * 1e18
kappa = np.sqrt(barrier / kin)
rng = np.random.default_rng(12)


def transmission(energy, t):
    k2, q2 = energy / kin, (top - energy) / kin
    return 1 / (1 + (k2 + q2)**2 * np.sinh(np.sqrt(q2) * t)**2 / (4 * k2 * q2))


nodes, node_weights = np.polynomial.legendre.leggauss(200)
energies = 0.5 * fermi * (nodes + 1)
energy_weights = 0.5 * fermi * node_weights


def conductance(t):
    """Conductance per area in S/cm^2."""
    t = np.atleast_1d(np.asarray(t, dtype=float))
    integral = transmission(energies[None, :], t[:, None]) @ energy_weights
    return 2 * const.e**2 / const.h * integral / (4 * np.pi * kin) * 1e14


def g_one(t):
    return float(conductance(t)[0])


def wave_transmission(t, bias):
    """Integrate the Schroedinger equation at the Fermi energy."""
    k_left = np.sqrt(fermi / kin)
    k_right = np.sqrt((fermi + bias) / kin)

    def rhs(x, y):
        return [y[1], (top - bias * x / t - fermi) / kin * y[0]]

    sol = solve_ivp(rhs, (t, 0), np.array([1, 1j * k_right], dtype=complex),
                    rtol=1e-9, atol=1e-11)
    psi, slope = sol.y[:, -1]
    incoming = 0.5 * (psi + slope / (1j * k_left))
    return k_right / (k_left * abs(incoming)**2)


# Uniform film: wave matching, decay rate, and decay rate at finite bias
wave_T = wave_transmission(mean_t, 0.0)
assert abs(wave_T / transmission(fermi, mean_t) - 1) < 1e-4
dt = 1e-3
b = -np.log(g_one(mean_t + dt) / g_one(mean_t - dt)) / (2 * dt)
b_asymptotic = 2 * kappa + 1 / mean_t
assert abs(b / b_asymptotic - 1) < 0.02
g_asymptotic = (const.e**2 / const.h * kappa / (2 * np.pi * mean_t)
                * transmission(fermi, mean_t) * 1e14)
assert abs(g_asymptotic / g_one(mean_t) - 1) < 0.15  # leading order in 1/t
bias = 1.0
rate_bias = (4 / (3 * np.sqrt(kin))
             * (barrier**1.5 - (barrier - bias)**1.5) / bias)
rate_wave = -np.log(wave_transmission(2.1, bias)
                    / wave_transmission(1.9, bias)) / 0.2
assert abs(rate_wave / rate_bias - 1) < 0.03  # WKB correction


# Gaussian film: full conductance averaged by quadrature
def rough_film(t0, s):
    z = np.linspace(-8, 8, 1601)
    t = t0 + s * z
    current = norm.pdf(z) * conductance(t)
    running = cumulative_trapezoid(current, z, initial=0)
    total = running[-1]
    share = running / total
    half_area = norm.cdf(np.interp(0.5, share, z))
    thin_share = np.interp(norm.ppf(0.05), z, share)
    weighted_t = np.trapezoid(current * t, z) / total if hasattr(
        np, "trapezoid") else np.trapz(current * t, z) / total
    inverse_t = cumulative_trapezoid(norm.pdf(z) / t, z)[-1]
    return total, half_area, thin_share, weighted_t, 1 / inverse_t


g_smooth = g_one(mean_t)
g_rough, half_area, thin_share, weighted_t, cap_t = rough_film(mean_t, sigma)
enhancement = g_rough / g_smooth
law = np.exp((b * sigma)**2 / 2)
equiv_t = brentq(lambda t: g_one(t) - g_rough, 0.5, 3.0)
half_law = norm.cdf(-b * sigma)
share_law = norm.cdf(b * sigma + norm.ppf(0.05))
# tolerances allow for the slow change of b with thickness
assert abs(enhancement / law - 1) < 0.10
assert abs(half_area / half_law - 1) < 0.15
assert abs(thin_share - share_law) < 0.03
assert abs(weighted_t - (mean_t - b * sigma**2)) < 0.02
assert abs(equiv_t - (mean_t - b * sigma**2 / 2)) < 0.01
cap_law = mean_t * (1 - (sigma / mean_t)**2)
assert abs(cap_t - cap_law) < 0.002
thicker_mean = 2.1
g_thicker = rough_film(thicker_mean, sigma)[0]
assert g_thicker > g_smooth

scan = []
for s in (0.02, 0.05, 0.10, 0.20):
    result = rough_film(mean_t, s)
    scan.append((s, b * s, result[0] / g_smooth, result[1]))
assert scan[0][2] < 1.05

# Equal mean and equal standard deviation, different tails
spot_area, s_tail = 0.01, 0.10
far = s_tail * np.sqrt((1 - spot_area) / spot_area)
near = s_tail * np.sqrt(spot_area / (1 - spot_area))
thin_tail = (spot_area * g_one(mean_t - far)
             + (1 - spot_area) * g_one(mean_t + near)) / g_smooth
thick_tail = (spot_area * g_one(mean_t + far)
              + (1 - spot_area) * g_one(mean_t - near)) / g_smooth
assert thick_tail < scan[2][2] < thin_tail

# Correlated interfaces: sampled surfaces against the variance rule
interface_rms = 0.15
conformal = []
for corr in (0.0, 0.9):
    lower = rng.standard_normal(4_000_000)
    upper = corr * lower + np.sqrt(1 - corr**2) * rng.standard_normal(lower.size)
    sampled = np.mean(np.exp(-b * interface_rms * (upper - lower)))
    s_film = interface_rms * np.sqrt(2 - 2 * corr)
    predicted = np.exp((b * s_film)**2 / 2)
    assert abs(sampled / predicted - 1) < 0.05  # sampling error
    conformal.append((corr, s_film, predicted))

# Finite devices made of independent patches
patches, s_small = 1000, 0.10
devices = np.exp(-b * s_small * rng.standard_normal((4000, patches))).mean(axis=1)
scatter = devices.std() / devices.mean()
scatter_law = np.sqrt((np.exp((b * s_small)**2) - 1) / patches)
assert abs(scatter / scatter_law - 1) < 0.08  # sampling error
needed = (np.exp((b * sigma)**2) - 1) / 0.1**2
small = np.exp(-b * sigma * rng.standard_normal((20000, 100))).mean(axis=1)
median_ratio = np.median(small) / law
assert median_ratio < 1

# Two-dimensional scattering through a corrugated film on a lattice
spacing, n_side = 0.1, 160
hop = kin / spacing**2
corr_mean, corr_amp = 1.5, 0.3
n_slices = 19
side = np.arange(n_side)
transverse = 2 * hop * (1 - np.cos(2 * np.pi * side / n_side))
cosine = 1 - (fermi - transverse) / (2 * hop)
lead = -hop * (cosine + 1j * np.sqrt(1 - cosine**2 + 0j))
width = -2 * lead.imag
modes = np.exp(2j * np.pi * np.outer(side, side) / n_side) / np.sqrt(n_side)


def lattice_potential(t):
    filled = np.clip(t[None, :] / spacing - np.arange(n_slices)[:, None], 0, 1)
    return top * filled


def full_scattering(t):
    potential = lattice_potential(t)
    identity = np.eye(n_side)
    neighbours = np.roll(identity, 1, axis=0) + np.roll(identity, -1, axis=0)
    sigma_lead = (modes * lead) @ modes.conj().T
    gamma = (modes * width) @ modes.conj().T
    self_energy, path = sigma_lead, None
    for i in range(n_slices):
        matrix = (np.diag(fermi - 4 * hop - potential[i]) + hop * neighbours
                  - self_energy)
        if i == n_slices - 1:
            matrix = matrix - sigma_lead
        green = np.linalg.inv(matrix)
        path = green if path is None else -hop * green @ path
        self_energy = hop**2 * green
    return np.trace(gamma @ path @ gamma @ path.conj().T).real


def column_average(t):
    """Each column is treated as a laterally uniform film."""
    potential = lattice_potential(t)
    self_energy, path = lead[None, :], None
    for i in range(n_slices):
        value = (fermi - 2 * hop - transverse[None, :]
                 - potential[i][:, None] - self_energy)
        if i == n_slices - 1:
            value = value - lead[None, :]
        green = 1 / value
        path = green if path is None else -hop * green * path
        self_energy = hop**2 * green
    return np.mean(np.sum(width[None, :]**2 * np.abs(path)**2, axis=1))


flat_T = full_scattering(np.full(n_side, corr_mean))
assert abs(flat_T / column_average(np.array([corr_mean])) - 1) < 1e-6
lateral = []
for periods in (1, 2, 4, 8):
    profile = corr_mean + corr_amp * np.cos(2 * np.pi * periods * side / n_side)
    full_T = full_scattering(profile)
    lateral.append((n_side * spacing / periods, full_T / flat_T,
                    full_T / column_average(profile)))
long_error = abs(lateral[0][2] - 1)
assert long_error < 0.05
assert max(abs(lateral[2][2] - 1), abs(lateral[3][2] - 1)) > long_error
assert lateral[0][1] > 1

print(f"Barrier height {barrier:.1f} eV, Fermi energy {fermi:.1f} eV")
print(f"Effective mass {mass_ratio:.1f} electron masses")
print(f"Mean thickness {mean_t:.2f} nm, thickness std {sigma:.2f} nm")
print(f"Barrier decay constant q = {kappa:.3f} 1/nm")
print(f"Fermi-level transmission at mean = {transmission(fermi, mean_t):.3e}")
print(f"Decay rate b, full model = {b:.3f} 1/nm")
print(f"Decay rate 2q + 1/t = {b_asymptotic:.3f} 1/nm")
print(f"Product b*s = {b * sigma:.3f}")
print(f"Smooth-film conductance = {g_smooth:.3f} S/cm^2")
print(f"Thick-barrier estimate of it = {g_asymptotic:.3f} S/cm^2")
print(f"Rough-film conductance = {g_rough:.3f} S/cm^2")
print(f"Enhancement: full {enhancement:.2f}, closed law {law:.2f}")
print(f"Area carrying half the current: full {100 * half_area:.2f} %")
print(f"Area carrying half the current: law {100 * half_law:.2f} %")
print(f"Current share of thinnest 5 %: full {100 * thin_share:.1f} %")
print(f"Current share of thinnest 5 %: law {100 * share_law:.1f} %")
print(f"Current-weighted thickness: full {weighted_t:.3f} nm")
print(f"Current-weighted thickness: law {mean_t - b * sigma**2:.3f} nm")
print(f"Leakage-equivalent thickness: full {equiv_t:.3f} nm")
print(f"Leakage-equivalent thickness: law {mean_t - b * sigma**2 / 2:.3f} nm")
print(f"Capacitance-equivalent thickness: full {cap_t:.3f} nm")
print(f"Capacitance-equivalent thickness: law {cap_law:.3f} nm")
print(f"Rough film, mean {thicker_mean:.1f} nm: {g_thicker:.3f} S/cm^2")
print(f"Its ratio to smooth {mean_t:.1f} nm film = {g_thicker / g_smooth:.2f}")
for s, bs, gain, area in scan:
    print(f"Scan s={s:.2f} nm: bs={bs:.3f}, gain={gain:.3f}, "
          f"half-current area={100 * area:.1f} %")
print(f"Two-level films: std {s_tail:.2f} nm, spot area {100 * spot_area:.0f} %")
print(f"Spot offset {far:.3f} nm, remainder offset {near:.4f} nm")
print(f"Gain with rare thin spots = {thin_tail:.1f}")
print(f"Gain with rare thick spots = {thick_tail:.3f}")
print(f"Each interface roughness = {interface_rms:.2f} nm")
for corr, s_film, gain in conformal:
    print(f"Correlation {corr:.1f}: film std {s_film:.3f} nm, gain {gain:.2f}")
print(f"Scatter, {patches} patches, s={s_small:.2f} nm: "
      f"sampled {100 * scatter:.2f} %, law {100 * scatter_law:.2f} %")
print(f"Patches for 10 % scatter at s={sigma:.2f} nm = {needed:.0f}")
print(f"Median/mean leakage, 100 patches, s={sigma:.2f} nm = {median_ratio:.2f}")
print(f"Decay rate at {bias:.1f} V: WKB {rate_bias:.3f}, wave {rate_wave:.3f} 1/nm")
print(f"Corrugated film: mean {corr_mean:.1f} nm, amplitude {corr_amp:.1f} nm")
for period, gain, ratio in lateral:
    print(f"Period {period:.0f} nm: gain over flat {gain:.3f}, "
          f"full/column {ratio:.3f}")
print("success")
```

It prints:

```
Barrier height 2.0 eV, Fermi energy 3.0 eV
Effective mass 0.5 electron masses
Mean thickness 2.00 nm, thickness std 0.20 nm
Barrier decay constant q = 5.123 1/nm
Fermi-level transmission at mean = 4.836e-09
Decay rate b, full model = 10.771 1/nm
Decay rate 2q + 1/t = 10.746 1/nm
Product b*s = 2.154
Smooth-film conductance = 8.168 S/cm^2
Thick-barrier estimate of it = 7.638 S/cm^2
Rough-film conductance = 86.320 S/cm^2
Enhancement: full 10.57, closed law 10.18
Area carrying half the current: full 1.45 %
Area carrying half the current: law 1.56 %
Current share of thinnest 5 %: full 70.4 %
Current share of thinnest 5 %: law 69.5 %
Current-weighted thickness: full 1.563 nm
Current-weighted thickness: law 1.569 nm
Leakage-equivalent thickness: full 1.782 nm
Leakage-equivalent thickness: law 1.785 nm
Capacitance-equivalent thickness: full 1.980 nm
Capacitance-equivalent thickness: law 1.980 nm
Rough film, mean 2.1 nm: 29.007 S/cm^2
Its ratio to smooth 2.0 nm film = 3.55
Scan s=0.02 nm: bs=0.215, gain=1.024, half-current area=41.5 %
Scan s=0.05 nm: bs=0.539, gain=1.157, half-current area=29.5 %
Scan s=0.10 nm: bs=1.077, gain=1.792, half-current area=14.0 %
Scan s=0.20 nm: bs=2.154, gain=10.568, half-current area=1.4 %
Two-level films: std 0.10 nm, spot area 1 %
Spot offset 0.995 nm, remainder offset 0.0101 nm
Gain with rare thin spots = 547.9
Gain with rare thick spots = 1.103
Each interface roughness = 0.15 nm
Correlation 0.0: film std 0.212 nm, gain 13.60
Correlation 0.9: film std 0.067 nm, gain 1.30
Scatter, 1000 patches, s=0.10 nm: sampled 4.68 %, law 4.68 %
Patches for 10 % scatter at s=0.20 nm = 10262
Median/mean leakage, 100 patches, s=0.20 nm = 0.81
Decay rate at 1.0 V: WKB 8.832, wave 8.837 1/nm
Corrugated film: mean 1.5 nm, amplitude 0.3 nm
Period 16 nm: gain over flat 5.677, full/column 1.004
Period 8 nm: gain over flat 5.739, full/column 1.015
Period 4 nm: gain over flat 5.971, full/column 1.056
Period 2 nm: gain over flat 6.605, full/column 1.166
success
```
